# When water entering a horizontal capillary changes from inertial to Washburn flow

## Question

I am trying to estimate how fast rinse water fills a drilled through-hole in a thick circuit panel. The panel hangs vertically, so the hole is horizontal. Its radius is 100 µm, the panel is 3 mm thick, and the far face is open to air.

Washburn's law \(x\propto\sqrt t\) gives an infinite speed at \(t=0\), so I added inertia and arrived at Bosanquet's equation,

\[
\frac{d}{dt}\left(x\dot x\right)+a\,x\dot x=b .
\]

I have read that the water first moves at constant speed and later follows Washburn. But at \(x=0\) the coefficient of \(\ddot x\) vanishes, and I don't know what initial speed to impose. How do I solve this, when does one regime give way to the other, and can I use either simple law for my hole?

## Answer

You do not need to impose a speed: the equation selects it, provided the speed is finite. The constants and the inlet assumption matter, so I start with the force balance.

### The equation and what it assumes

Let \(x(t)\) be the wetted length, \(v=\dot x\) the mean speed, \(r\) the radius, \(\rho\) the density, \(\mu\) the viscosity, \(\gamma\) the surface tension and \(\theta<90^\circ\) a fixed contact angle. The mouth and the far end are both at atmospheric pressure \(p_0\).

The meniscus pulls with force \(2\pi r\gamma\cos\theta\). For a parabolic profile \(u=2v(1-R^2/r^2)\), the wall shear stress is \(4\mu v/r\). Multiplying by the wetted area \(2\pi r x\) gives the drag \(8\pi\mu xv\).

The incoming liquid also carries momentum. Write the mouth pressure as \(p_0-k\rho v^2\), where \(k\) depends on the inlet. For liquid entering with a flat profile, the momentum balance per unit cross-section is

\[
\frac{d(\rho xv)}{dt}=\rho v^2-k\rho v^2+\frac{2\gamma\cos\theta}{r}-\frac{8\mu xv}{r^2}.
\]

Since \(d(xv)/dt=x\dot v+v^2\), the inflow term cancels one \(v^2\). Dividing by \(\rho\) gives

\[
x\ddot x+k\dot x^2+a x\dot x=b,\qquad
a=\frac{8\mu}{\rho r^2},\qquad b=\frac{2\gamma\cos\theta}{\rho r}. \tag{1}
\]

Bosanquet's equation is the case \(k=1\). It describes a thin-walled tube protruding into a large reservoir. The outer tube wall is parallel to the axis and takes no axial pressure force, while the reservoir walls are far away, where the liquid is nearly at rest. The capillary force minus the drag therefore feeds the momentum in the tube, if the momentum of the liquid outside is neglected.

### The initial speed

While \(x\) is very small, friction is negligible. Using \(\ddot x=v\,dv/dx=\tfrac12 d(v^2)/dx\), equation (1) with \(k=1\) becomes

\[
\frac{x}{2}\frac{d(v^2)}{dx}=b-v^2
\quad\Longrightarrow\quad
v^2-b=\frac{C}{x^2}.
\]

A finite speed at \(x=0\) requires \(C=0\), so \(v(0)=\sqrt b\). If you start instead from a tiny column \(x_0\) with the wrong speed, the error in \(v^2\) falls as \((x_0/x)^2\) and is soon forgotten.

### The solution

Set \(y=x^2/2\), so that \(\dot y=x\dot x\). The equation becomes linear:

\[
\ddot y+a\dot y=b,\qquad y(0)=0,\quad \dot y(0)=0 .
\]

The second condition holds because \(x=0\) and \(\dot x\) is finite. Multiplying by \(e^{at}\) gives \(d(\dot y e^{at})/dt=be^{at}\), and integrating from zero gives

\[
x\dot x=\dot y=\frac ba\left(1-e^{-at}\right). \tag{2}
\]

A second integration, followed by multiplication by 2, gives

\[
\boxed{x^2=\frac{2b}{a}\left[t-\frac{1-e^{-at}}{a}\right]} \tag{3}
\]

As a check, I integrated the force balance numerically from a 1 nm column, with starting speeds of 0.2 and 3 times \(\sqrt b\). At seven times between \(at=0.05\) and \(at=20\), both runs agreed with (3) to within 5 parts in \(10^4\).

### The two limits

Let \(s=at\). For small \(s\),

\[
s-1+e^{-s}=\frac{s^2}{2}-\frac{s^3}{6}+\frac{s^4}{24}-\dots
\]

Multiplying by \(2b/a^2\) and using \(s^2/a^2=t^2\),

\[
x^2=bt^2\left(1-\frac s3+\frac{s^2}{12}-\dots\right).
\]

With \(\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots\), the second-order coefficient is \(1/24-1/72=1/36\), so

\[
x=\sqrt b\,t\left(1-\frac{at}{6}+\frac{a^2t^2}{36}-\dots\right).
\]

This is the constant-speed regime. The speed is constant although the force is constant, because the force goes into setting new liquid in motion. Per unit cross-section, the capillary work is \(\rho bx\) and the kinetic energy is \(\tfrac12\rho xv^2\to\tfrac12\rho bx\). In this limit half of the work is lost at the inlet.

For \(at\gg1\) the exponential disappears:

\[
x^2\simeq\frac{2b}{a}\left(t-\frac1a\right),\qquad
\frac{2b}{a}=\frac{4\gamma\cos\theta}{\rho r}\,\frac{\rho r^2}{8\mu}
=\frac{\gamma r\cos\theta}{2\mu}.
\]

This is Washburn's law with a fixed delay \(1/a\). The delay remains, but its relative importance fades.

### When one gives way to the other

The natural marker is the time at which the two asymptotes cross:

\[
bt_c^2=\frac{2b}{a}t_c
\quad\Longrightarrow\quad
\boxed{t_c=\frac2a=\frac{\rho r^2}{4\mu}}
\]

For a fixed contact angle, that angle and the surface tension drop out. They set how far the water has gone, but not when friction takes over.

The change is gradual. From (2), drag balances a fraction \(axv/b=1-e^{-at}\) of the capillary force, which is 86% at \(t_c\). The local exponent of the motion is

\[
\frac{d\ln x}{d\ln t}=\frac{t\,x\dot x}{x^2}
=\frac{s(1-e^{-s})}{2(s-1+e^{-s})}.
\]

At \(s=2\) this equals \((1-e^{-2})/(1+e^{-2})=\tanh1\approx0.76\), about midway between 1 and 1/2. The true length there, relative to either asymptote, is

\[
\frac{x(t_c)}{\sqrt b\,t_c}=\sqrt{\frac{1+e^{-2}}{2}}\approx0.753 .
\]

So both simple laws put the front too far ahead at the crossover. To find where each becomes good, ask when \(x\) is 95% of its prediction:

\[
\frac{\sqrt{2(s-1+e^{-s})}}{s}=0.95,
\qquad
\sqrt{1-\frac{1-e^{-s}}{s}}=0.95 .
\]

The roots are \(s=0.316\) for constant speed and \(s=10.26\) for Washburn. The two times differ by a factor of about 32.

### Your hole

I take rough values for water on a well-wetted wall: \(\gamma=72\) mN/m, \(\mu=1\) mPa·s, \(\rho=1000\) kg/m³ and \(\theta=30^\circ\). Then

\[
a=\frac{8\times10^{-3}}{10^3\times10^{-8}}=800\ \mathrm{s^{-1}},
\qquad
b=\frac{2\times0.072\times0.866}{10^3\times10^{-4}}=1.247\ \mathrm{m^2/s^2}.
\]

The starting speed is \(\sqrt b=1.12\) m/s, and \(t_c=2/800\) s \(=2.5\) ms. The asymptotes cross at 2.79 mm, but the water has then reached 2.10 mm. Your panel therefore contains the crossover.

Measured against (3), the constant-speed law is 5% off after 0.395 ms, at 0.42 mm. Washburn's law comes within 5% only after 12.8 ms, at 6.0 mm, which is beyond your far face. The times to cross 3 mm are:

- full solution (3): 4.09 ms;
- constant speed: 2.69 ms;
- Washburn: 2.89 ms.

Relative to (3), the simple laws are 34% and 29% too short. Within Bosanquet's model, use (3) rather than either of them. This ranking depends on \(k\): for a lossless inlet (\(k=1/2\), below) the time is 3.09 ms, closer to Washburn's value than to (3). So consider next what (3) itself leaves out.

### Is there really a constant-speed stage?

The liquid outside the mouth must also be accelerated. For a flush mouth, treat the inflow as uniform over a disc in a plane wall, with potential flow in the half-space outside. With \(z\) the distance from the wall and \(J_n\) Bessel functions, the potential is

\[
\phi=vr\int_0^\infty \frac{J_1(qr)}{q}J_0(qR)e^{-qz}\,dq ,
\]

because its normal derivative at \(z=0\) is \(-v\) on the disc and zero outside it. The disc average of \(J_0(qR)\) is \(2J_1(qr)/(qr)\), so the average potential is \(\ell v\), with

\[
\ell=2r\int_0^\infty\frac{J_1(q)^2}{q^2}\,dq=\frac{8r}{3\pi}\approx0.85\,r .
\]

The pressure \(-\rho\,\partial\phi/\partial t\) then replaces \(x\dot v\) by \((x+\ell)\dot v\). Water starting from rest needs a time of order \(r/\sqrt b\) to get up to speed. For your hole this is 0.09 ms, against 0.395 ms for the end of the constant-speed window. That scale is generous. Without drag and with \(k=1\), \((x+\ell)^2=\ell^2+bt^2\), so the speed reaches 95% of \(\sqrt b\) only at 0.23 ms, and the length reaches 95% of \(\sqrt b\,t\) only at 1.5 ms. With parabolic drag and \(k=1\), the computed speed peaks at 92% of \(\sqrt b\) and the length never exceeds 84% of \(\sqrt b\,t\), so at best a short, rounded maximum remains. Even this is optimistic: the liquid enters with a nearly flat profile, and its thin boundary layer drags more than a parabolic profile would. That lowers the peak and can shorten the constant-speed window until it is no longer than the inlet transient. Do not count on a distinct plateau in your hole.

Setting \(r/\sqrt b\) equal to the end of the window, with \(s_5=0.316\), gives

\[
\frac{r}{\sqrt b}=\frac{s_5\rho r^2}{8\mu}
\quad\Longrightarrow\quad
r=\left(\frac{8\mu}{s_5\rho}\right)^2\frac{\rho}{2\gamma\cos\theta}
\approx5\ \text{µm}.
\]

Near or below this radius, even parabolic drag leaves no distinct plateau for this liquid and angle. It is a comparison of scales, not a sharp boundary: with that drag, the peak speed at 5 µm is still 83% of \(\sqrt b\). It is also far too low as a threshold for a plateau. Even with parabolic drag the peak speed is 89% of \(\sqrt b\) at 30 µm and 94% at 300 µm, and it passes 95% only between 0.3 and 1 mm. In addition, the radius varies as \(1/s_5^2\), and the stronger drag of a developing profile reduces \(s_5\): with the age-dependent drag described below, \(s_5\) falls to about 0.055, the window in your hole to 0.07 ms, and the formula gives about 170 µm.

### What the inlet does

For general \(k\), finite speed at \(x=0\) in (1) gives \(v(0)=\sqrt{b/k}\). At late times \(\dot x^2\) dies away and Washburn's law survives. The asymptotes now cross when \(bt^2/k=2bt/a\), at \(t=2k/a\).

A well-rounded, lossless inlet obeys Bernoulli's equation, so the mouth pressure is \(p_0-\tfrac12\rho v^2\) and \(k=1/2\). The crossover moves to 1.25 ms and the panel crossing time to 3.09 ms. A drilled hole with a sharp, flush edge loses some energy at the inlet and should lie between this case and \(k=1\): a jet that contracts to a fraction \(C\) of the area and re-expands gives \(k=1/(2C^2)-1/C+1\), about 0.70 for \(C\approx0.61\).

An opposite correction comes from the profile, which enters flat and needs time to become parabolic. To size it, consider pipe flow at fixed mean speed, in units of \(r\), \(v\) and \(\rho r^2/\mu\):

\[
\partial_t u=G(t)+\nabla^2u,\qquad \langle u\rangle=1 .
\]

Here \(\langle\cdot\rangle\) is the cross-section average and \(G\) is the scaled wall drag, equal to 8 for the parabola. Multiply by \(\varphi=1-R^2\) and average. Both \(u\) and \(\varphi\) vanish at the wall, so the Laplacian can be moved onto \(\varphi\), where \(\nabla^2\varphi=-4\). With \(\langle\varphi\rangle=1/2\),

\[
\frac{d\langle\varphi u\rangle}{dt}=\frac G2-4 .
\]

The flow changes from \(u=1\) to \(u=2\varphi\), and \(\langle\varphi^2\rangle=1/3\). Integrating,

\[
\int_0^\infty(G-8)\,dt
=2\left(2\langle\varphi^2\rangle-\langle\varphi\rangle\right)
=2\left(\frac23-\frac12\right)=\frac13 .
\]

If liquid at distance \(z\) from the mouth has the profile of age \(z/v\), this becomes an extra drag of \(\rho v^2/3\) per unit cross-section, which adds \(1/3\) to \(k\): \(k=4/3\) from Bosanquet's inlet, \(5/6\) from the lossless one (3.81 ms), and about 1.03 from the sharp flush edge (4.14 ms, close to (3)). Steady development along the pipe, in the boundary-layer approximation, gives 0.29 in place of \(1/3\). That is an estimate, and applying it in full from the start overstates the early effect. Taking \(k=4/3\) moves the crossover to 3.33 ms and the panel crossing time to 4.56 ms.

### The moving contact angle and the real panel

Among the corrections I computed at a static angle of \(30^\circ\), the largest, for a nanometre slip length, comes from letting the contact angle vary with speed instead of holding it fixed. The Cox–Voinov relation estimates the moving angle as

\[
\theta_d^3=\theta^3+9\,\frac{\mu v}{\gamma}\ln\frac r\lambda ,
\]

with angles in radians and a slip length \(\lambda\), which I set to 1 nm. The starting speed must satisfy \(v^2=(2\gamma/\rho r)\cos\theta_d(v)\). The solution is \(v=0.81\) m/s with \(\theta_d\approx63^\circ\), instead of 1.12 m/s with \(30^\circ\). Crossing this slower line with the static-angle Washburn law gives

\[
t=\frac{2b/a}{v^2}\approx4.7\ \text{ms}.
\]

The panel crossing time, with \(k=1\), rises from 4.09 to 5.71 ms, or by 40%. The relation is being used here for fast inertial flow, with a Reynolds number of order 200, so treat this as a size rather than a precise correction. It also depends on \(\lambda\): the rise is 46% at 0.1 nm, 33% at 10 nm, 26% at 100 nm and 18% at 1 µm, the last being smaller than the 24% change from \(k=1/2\).

For a real drilled panel, your radius and thickness describe a deep, narrow hole, and the wetting values are only rough. For a static angle of \(30^\circ\), the cases above put the filling time at roughly 3 to 6 ms; this is a spread of estimates taken one at a time, not a strict bound. The effects act together: with the moving angle (\(\lambda=1\) nm), developing flow, inlet inertia and air all included, the time runs from 5.5 ms for a \(k=1/2\) inlet to 6.2 ms for \(k=1\). A wall that wets less well fills more slowly: at \(60^\circ\), (3) alone gives 6.2 ms, and a moving contact angle lengthens that further. With \(k=1\) and a fixed angle, inlet inertia and the viscosity of the air ahead each add about 1%. Gravity across the hole is 0.16% of the capillary pressure, but 1 cm of extra water head at the mouth would add 7.9% to the driving pressure. Wall roughness and contamination are not included. If water covers both faces, trapped air changes the problem and this solution does not apply.

The main values for \(30^\circ\) are in the numerical output below.

## Computed values

```
hole radius: 100 um
panel thickness: 3.0 mm
contact angle: 30 deg
surface tension: 72 mN/m
water viscosity: 1.0 mPa s
water density: 1000 kg/m3
air viscosity: 0.018 mPa s
slip length: 1 nm
capillary pressure: 1247 Pa
rate a: 800 1/s
b: 1.247 m2/s2
starting speed sqrt(b): 1.117 m/s
Washburn coefficient 2b/a: 3118 mm2/s
crossover time t_c: 2.50 ms
t_c from numerical motion: 2.51 ms
length where asymptotes cross: 2.79 mm
true wetted length at t_c: 2.10 mm
true length / asymptote at t_c: 0.7534
local exponent at t_c: 0.7616
early kinetic share of work: 0.497
a t, constant speed 5% off: 0.316
time, constant speed 5% off: 0.395 ms
length at that time: 0.419 mm
a t, Washburn 5% off: 10.26
time, Washburn 5% off: 12.82 ms
length at that time: 6.01 mm
ratio of the two 5% times: 32.5
panel crossing, closed solution: 4.09 ms
panel crossing, constant speed: 2.69 ms
panel crossing, Washburn: 2.89 ms
panel crossing, Bosanquet, numerical: 4.09 ms
panel crossing, lossless inlet, k = 1/2: 3.09 ms
panel crossing, developing flow, k = 4/3: 4.56 ms
panel crossing, inlet inertia: 4.13 ms
panel crossing, moving contact angle: 5.71 ms
panel crossing, air ahead of front: 4.14 ms
panel crossing, inertia + angle + air, k = 1: 5.80 ms
steady pipe drag factor: 7.9998
developing-flow excess factor: 0.3331
crossover, k = 1/2: 1.25 ms
crossover, k = 4/3: 3.33 ms
inlet added length / radius: 0.8488
inlet transient r/sqrt(b): 0.090 ms
peak speed/sqrt(b), this hole: 0.920
radius with no constant-speed stage: 5.1 um
peak speed/sqrt(b), that radius: 0.828
starting speed, moving angle: 0.812 m/s
moving angle at that speed: 62.7 deg
capillary number at that speed: 0.0113
crossover, moving angle: 4.73 ms
late x^2/Washburn, moving angle: 0.967
time of that late value: 2.50 s
Reynolds number at sqrt(b): 223
gravity across hole/capillary: 0.16 %
1 cm extra head/capillary: 7.9 %
```
